# Quantum muon on a grid: when zero-point energy changes the site

Consider a positive muon that has come to rest between the atoms of a solid. A structure search that treats it as a classical point charge may return several local minima of the total energy, and the lowest is then taken as the site. The muon has mass $m=206.77\,m_e$, about one ninth of the proton's $1836.15\,m_e$, so its zero-point energy can exceed both the energy differences between candidates and the barriers around them. A calculation can handle this at three levels: ignore it, add a harmonic zero-point energy (ZPE) from the curvatures at each minimum, or solve the muon's Schrödinger equation on a grid of computed energies. The third level has settings of its own: spacing, symmetry folding and an energy cap. Hartree atomic units are used ($\hbar=m_e=1$, lengths in bohr, 1 Ha = 27.2114 eV). The potentials are models with round parameters, and every number comes from the numerical check.

## What the grid level assumes

Let $\mathbf r$ be the muon position and $\mathbf R$ the host nuclei, of mass $M$. The double adiabatic approximation uses $1\ll m\ll M$ twice. The electronic ground-state energy at clamped $(\mathbf r,\mathbf R)$ is taken as the muon potential $V(\mathbf r;\mathbf R)$; this first step is assumed here. The lowest eigenvalue $E(\mathbf R)$ of
$$\Big[-\frac{\nabla^2}{2m}+V(\mathbf r;\mathbf R)\Big]\psi=E\,\psi$$
is then the potential for the nuclei.

The second step can be bracketed. Take one host coordinate $Q$, so that $H=T_Q+h(Q)$ with $T_Q=-\partial_Q^2/2M$, and let $h(Q)$ be the muon Hamiltonian with real normalized ground state $\phi(\mathbf r;Q)$. At each $Q$ every expectation value of $h(Q)$ is at least $E(Q)$, so $H\ge T_Q+E(Q)$ as operators, and the ground energy $E_{\rm full}$ of $H$ is at least the ground energy $E_{\rm BO}$ of $T_Q+E(Q)$. For an upper bound use the trial state $\phi\chi(Q)$. Differentiating $\langle\phi|\phi\rangle=1$ gives $\langle\phi|\partial_Q\phi\rangle=0$, which removes the cross term:
$$\frac{1}{2M}\int|\partial_Q(\phi\chi)|^2=\frac{1}{2M}\int dQ\,\big[\chi'^2+\chi^2\langle\partial_Q\phi|\partial_Q\phi\rangle\big].$$
Minimizing over $\chi$ gives the Born–Huang energy $E_{\rm BH}$, the ground energy of $T_Q+E(Q)+\langle\partial_Q\phi|\partial_Q\phi\rangle/2M$. Hence $E_{\rm BO}\le E_{\rm full}\le E_{\rm BH}$.

The size of the bracket follows in a solvable case, $V=\tfrac12k(x-Q)^2+\tfrac12KQ^2$, with $\omega^2=k/m$ and $\Omega^2=K/M$. At fixed $Q$, $E(Q)=\omega/2+KQ^2/2$, so $E_{\rm BO}=(\omega+\Omega)/2$. The state is $\phi\propto e^{-m\omega(x-Q)^2/2}$, so $\partial_Q\phi=m\omega(x-Q)\phi$, and with $\langle(x-Q)^2\rangle=1/2m\omega$ the added term is $(m\omega/2)/2M=m\omega/4M$, a fraction $m/2M$ of the muon ZPE $\omega/2$. The mass-weighted force matrix has diagonal elements $k/m$ and $(k+K)/M$ and off-diagonal element $-k/\sqrt{mM}$. Its trace is $\omega_+^2+\omega_-^2=\omega^2+\Omega^2+k/M$ and its determinant is $\omega_+^2\omega_-^2=[k(k+K)-k^2]/mM=\omega^2\Omega^2$. Trace plus twice the root of the determinant is $(\omega_++\omega_-)^2$, so
$$E_{\rm full}=\tfrac12\sqrt{(\omega+\Omega)^2+k/M}.$$
For $k=0.1$, $K=0.2$ Ha/bohr² and $M=20$ u, $\omega=0.021992$ and $\Omega=0.002342$ Ha. One-dimensional grid solutions in $Q$ for the two bounds and a two-dimensional diagonalization for the middle value give $0.01216692<0.01219507<0.01219810$ Ha, in agreement with the three closed forms. The width $3.12\times10^{-5}$ Ha divided by $\omega/2=0.010996$ Ha is $0.00284=m/2M$. With $0.01\,x^4$ added the ordering still holds.

First-order perturbation theory in a shift of $Q$ gives $\partial_Q\phi=\sum_{n\ne0}|n\rangle\langle n|\partial_QV|0\rangle/(E_0-E_n)$, so the added term is $\sum_n|\langle n|\partial_QV|0\rangle|^2/[2M(E_n-E_0)^2]$. At a fixed matrix element it grows as the excitation energy falls, so the lowest gap should be computed along with $E_0$. A small gap alone does not make the term large. If the host coordinate shifts the muon potential rigidly along $x$, then $\partial_Q\phi=-\partial_x\phi$ and the term is $\langle p_x^2\rangle/2M=(m/M)\langle T_x\rangle$, where $T_x$ is the muon kinetic energy along $x$. In the harmonic model this is $m\omega/4M$, which falls with the gap $\omega$. A grid solution at one clamped geometry gives $E(\mathbf R)$ at that geometry, which lies at or above its minimum over nearby $\mathbf R$.

## Spacing

On points $x_j$ with spacing $h$, take the functions
$$s_j(x)=\frac{\sqrt h}{2\pi}\int_{-\pi/h}^{\pi/h}e^{ip(x-x_j)}dp=\frac{1}{\sqrt h}\,\frac{\sin[\pi(x-x_j)/h]}{\pi(x-x_j)/h}.$$
Each vanishes at every grid point but its own. In momentum space, with $\theta=ph$ and $n=i-j$, the overlap is $\frac1{2\pi}\int_{-\pi}^{\pi}\cos n\theta\,d\theta=\delta_{ij}$, and the kinetic matrix is
$$T_{ij}=\frac{h}{2\pi}\int\frac{p^2}{2m}\cos(pnh)\,dp=\frac{1}{4\pi mh^2}\int_{-\pi}^{\pi}\theta^2\cos n\theta\,d\theta .$$
For $n=0$ the integral is $2\pi^3/3$. For $n\ne0$, one integration by parts gives $-(2/n)\int\theta\sin n\theta\,d\theta$, and a second gives $(2/n^2)[\theta\cos n\theta]_{-\pi}^{\pi}=4\pi(-1)^n/n^2$. Thus
$$T_{ii}=\frac{\pi^2}{6mh^2},\qquad T_{ij}=\frac{(-1)^{i-j}}{mh^2(i-j)^2}.$$
The potential matrix is approximated as diagonal, $V(x_i)\delta_{ij}$, which replaces integrals by grid sums. One electronic-structure energy per point is then all the input. The price is that the grid energy is not a variational bound on the continuum energy.

In three dimensions $\psi$ is an array $\psi_{ijk}$ and
$$(H\psi)_{ijk}=V_{ijk}\psi_{ijk}+\sum_lT_{il}\psi_{ljk}+\sum_lT_{jl}\psi_{ilk}+\sum_lT_{kl}\psi_{ijl},$$
which costs about $3N^4$ operations for $N$ points per axis. The Lanczos method projects $H$ on the span of $v,Hv,H^2v,\dots$ and diagonalizes the small projected matrix. An eigenstate orthogonal to $v$ has no component in that span, so $v$ must not be excluded by symmetry from the states wanted. A small overlap is amplified by the iteration but delays convergence, so a $v$ with weight in every well is the safe choice.

The spacing is set by the length $\ell=(m\omega)^{-1/2}$ of the stiffest direction. By Poisson summation, the relative error of the grid sum of a harmonic density $e^{-x^2/\ell^2}$ is governed by its Fourier transform $e^{-p^2\ell^2/4}$ at $p=2\pi/h$, that is by $e^{-\pi^2\ell^2/h^2}$. This estimate is for the density sum in a harmonic well. It indicates the exponential dependence on $\ell/h$ but not the prefactor of the energy error, so the energy, and any anharmonic well, needs a convergence run. At fixed curvature $\ell\propto m^{-1/4}$, so the muon tolerates a coarser grid than the proton but needs a larger box. For the muon in the cage defined below, the deviation from an independent oscillator-basis energy is $1.1\times10^{-6}$, $1.9\times10^{-7}$ and $6.9\times10^{-11}$ Ha at $h=0.5$, $0.4$, $0.3$. The test is that the fall from 0.5 to 0.3 beats an $h^8$ law. The successive ratios are near 6 and near 2800. Read as powers of $h$, these correspond to exponents near 8 and near 28, so no single power law describes the three points, and two spacings are too few to extrapolate from. These are magnitudes. The signed error oscillates with $h$ and does not fall monotonically: at $h=0.45$ it has the opposite sign and a larger magnitude than at $h=0.5$.

## Folding and capping

If $x\to-x$ is a symmetry, place the points at $\pm(j+\tfrac12)h$ and let $\bar j$ be the mirror of $j$. For $\psi_{\bar j}=\pm\psi_j$ the sum over both halves collapses to $\sum_j(T_{ij}\pm T_{i\bar j})\psi_j$ over one half. Three mirrors cut the points by eight: 8000 points and 1000 folded points both give 0.003244657 Ha for the cage. The ground state is even, as shown below, and an odd fold yields an excitation gap.

Points close to nuclei have high energy and little weight. Replace $V$ by $V_c=\min(V,\text{cap})$, with ground state $\psi_c$ and energy $E_c$. Since $V_c\le V$ everywhere, $E_c\le E$. Using $\psi_c$ as a trial state for the uncapped problem gives the other side:
$$E_c\le E\le E_c+\langle\psi_c|V-V_c|\psi_c\rangle .$$
Both steps hold for the grid matrices as well. The lower bound requires knowing that $V$ exceeds the cap at the capped points, and any overestimate of $V$ there keeps the upper bound valid. In the cage, on the grid with $h=0.2$ and half-width 3, a cap of 0.1 Ha leaves 17.4% of the points below it and gives $0.00324314<0.00324466<0.00324513$ Ha. The fraction depends on the box, and because $V_c$ has a kink the two bounds and their distance shift by a few $10^{-7}$ Ha when the spacing is changed. The cap is high enough when this interval, here $2.0\times10^{-6}$ Ha, is small against the site energy differences to be resolved.

## Reordering of two sites

Let sites A and B have minima $V_A<V_B$ and support separate, weakly coupled states with $E_s=V_s+{\rm ZPE}_s$. Subtracting, $E_A>E_B$ if and only if
$${\rm ZPE}_A-{\rm ZPE}_B>V_B-V_A .$$
Whether the harmonic ZPE suffices can be judged from a well $-De^{-r^2/2\sigma^2}=-D+Dr^2/2\sigma^2-Dr^4/8\sigma^4+Dr^6/48\sigma^6-\dots$, with $m\omega^2=D/\sigma^2$. Put $r=\ell\rho$ and $\eta=1/m\sigma^2$. Then $D\ell^4/\sigma^4=m\omega^2/(\sigma^2m^2\omega^2)=\eta$ and $D\ell^6/\sigma^6=m\omega^2/(\sigma^4m^3\omega^3)=\eta^2/\omega$, so
$$H=-D+\omega\big(-\tfrac12\nabla_\rho^2+\tfrac12\rho^2\big)-\frac{\eta}{8}\rho^4+\frac{\eta^2}{48\omega}\rho^6-\dots$$
The unperturbed state is $\psi_0=e^{-\rho^2/2}$ with energy $3\omega/2$. Its moments are $\langle\rho^{2n}\rangle=\Gamma(n+\tfrac32)/\Gamma(\tfrac32)$, that is $3/2$, $15/4$, $105/8$, $945/16$ for $n=1$ to 4. First order gives $-15\eta/32$ and $+105\eta^2/384\omega$.

The quartic term also enters at second order. For a unit perturbation $\rho^4$ write the first-order state as $f\psi_0$. Since $\nabla\psi_0=-\boldsymbol\rho\psi_0$, the operator $H_0-E_0$ acting on $f\psi_0$ gives $(-\tfrac12\nabla^2f+\rho f')\psi_0$, which must equal $-(\rho^4-15/4)\psi_0$. Try $f=\alpha\rho^4+\beta\rho^2$, with $\nabla^2\rho^4=20\rho^2$ and $\nabla^2\rho^2=6$:
$$4\alpha\rho^4+(2\beta-10\alpha)\rho^2-3\beta=-\rho^4+\tfrac{15}{4},$$
so $\alpha=-1/4$, $\beta=-5/4$, and the constant terms agree. The second-order energy is
$$\langle(\rho^4-\tfrac{15}4)f\rangle=-\tfrac14\cdot\tfrac{945-225}{16}-\tfrac54\cdot\tfrac{105-45}{8}=-\tfrac{165}{8},$$
to be multiplied by $(\eta/8)^2/\omega$. The $\eta^2/\omega$ coefficient is $105/384-165/512=(420-495)/1536=-25/512$, and
$$E=-D+\tfrac32\omega-\frac{15}{32\,m\sigma^2}-\frac{25}{512\,m^2\sigma^4\omega}+\dots$$
The expansion parameter is $\eta/\omega\propto m^{-1/2}$, and the classical ranking returns as $m\to\infty$. At $m=20000$ a radial finite-difference solution reproduces the last term with ratio 1.0069. The leading anharmonic shift is negative, independent of $D$, and larger for the narrower well.

Take $D_A=0.120$, $\sigma_A=1.0$, $D_B=0.110$, $\sigma_B=1.5$, with centres $d=6$ apart in one potential. For the muon in A alone, $-0.120+0.036136-0.002267-0.000047=-0.086178$ Ha against the radial $-0.086182$ Ha. For B the series and radial values are $-0.087957$ and $-0.087958$ Ha. In the joint potential each well perturbs the other. With $|\mathbf r-\mathbf d|^2=r^2+d^2-2rd\cos\vartheta$, $a=rd/\sigma^2$ and $\tfrac12\int_{-1}^1e^{au}du=\sinh a/a$, the angular average of the other well is $-De^{-(r^2+d^2)/2\sigma^2}\sinh a/a$. Averaged over the radial density of A this is $-5.07\times10^{-5}$ Ha, and $-0.086182-0.000051=-0.086233$ Ha is the three-dimensional grid value; the test requires agreement within $10^{-6}$ Ha. States are assigned by their weight on either side of the plane through the saddle at $-0.012457$ Ha, and more than 0.9999 of each lies on one side.

The classical gap is $V_B-V_A=-0.110000+0.120037=0.010037$ Ha (273.1 meV). For the muon the grid ZPEs differ by $0.033804-0.022042=0.011762$ Ha, so $E_A-E_B=+0.001725$ Ha (46.9 meV) and B is lower. The harmonic difference, $0.036125-0.023065=0.013060$ Ha, gives the same order with a margin of 82.3 meV. For the proton the grid difference is $0.011865-0.007626=0.004239$ Ha, and A stays lower by 157.8 meV.

With $D_B=0.107$ the gap is 0.013036 Ha. The harmonic difference $0.036126-0.022748=0.013378$ Ha exceeds it and selects B by 9.3 meV. The grid difference $0.033805-0.021725=0.012080$ Ha does not, and A is lower by 26.0 meV.

The crossing mass shows the same bias. For isolated wells the harmonic condition $\tfrac32(\sqrt{D_A}/\sigma_A-\sqrt{D_B}/\sigma_B)/\sqrt m=D_A-D_B$ gives, for $D_B=0.110$, $m_h=[1.5\,(0.34641-0.22111)/0.010]^2=353.3$. At that mass the leading correction to $E_A-E_B$ is $-\tfrac{15}{32m}(\sigma_A^{-2}-\sigma_B^{-2})<0$, so A is still lower and the crossing moves down: 297.7 from the series, 297.6 from the radial solution. The grid order is tested to flip between 0.9 and 1.1 times that mass. For single wells of this kind with small $\eta/\omega$, so that the series applies, a harmonic ranking is safe when its margin is well above the difference of the leading anharmonic shifts, here $0.002267-0.001008=0.001259$ Ha for the muon. The two-site picture itself fails when $|E_A-E_B|$ falls to the size of the tunnelling coupling, where the weights cease to be near 0 and 1. When each site has its own relaxed host geometry, each needs its own grid, with $V$ on a common total-energy zero.

## Merging of equivalent minima

Consider $V=-\tfrac12kr^2+br^4+c(x^4+y^4+z^4)$ with $k,b,c>0$, whose centre is a maximum with $V(0)=0$. Along a unit vector $\mathbf n$, $V=-\tfrac12kr^2+(b+cs)r^4$ with $s=\sum n_i^4$. The radial derivative vanishes at $r^2=k/4(b+cs)$, where $V=-k^2/16(b+cs)$. The smallest $s$ is $1/3$, on the eight $\langle111\rangle$ directions, which hold the minima at $r_0^2=k/4(b+c/3)$. From $V_x=-kx+4br^2x+4cx^3$ follow $V_{xx}=-k+4br^2+8bx^2+12cx^2$ and $V_{xy}=8bxy$. At $x=y=z$ the two transverse curvatures are $V_{xx}-V_{xy}=-k+4(b+c)r_0^2=\tfrac83cr_0^2$, and the radial one is $V_{xx}+2V_{xy}=\tfrac83cr_0^2+8br_0^2=2k$. On $\langle110\rangle$, $s=1/2$ and $k=(4b+2c)r^2$, so $V_{zz}=-k+4br^2=-2cr^2$ is negative, while $V_{xx}-V_{xy}=-k+(4b+6c)r^2=4cr^2$ and the radial curvature are positive. These are the saddles between neighbouring minima.

For smooth $V$ the ground state can be taken positive. If a real $\psi$ minimizes the energy, $|\psi|$ has the same $\int|\nabla\psi|^2$ and $\int V\psi^2$ and must also solve the equation, which the kink at a sign change would violate. Two functions of one sign cannot be orthogonal, so the state is nondegenerate, and a symmetry operation maps it to itself. Invariance under $x\to-x$ makes $\partial_x\psi$, $\partial_x\partial_y\psi$ and $\partial_x\partial_z\psi$ vanish at the centre, and likewise for $y$ and $z$. Invariance under permutation of the axes makes the three second derivatives equal, each one third of $\nabla^2\psi=2m(V-E_0)\psi$. In any direction $\mathbf n$,
$$\frac{\partial_n^2\psi}{\psi}\bigg|_0=\frac{2m}{3}\,[V(0)-E_0].$$
Because the gradient vanishes, $\partial_n^2\psi^2=2\psi\,\partial_n^2\psi$ has the same sign. The centre is a local maximum of the density if $E_0>V(0)$ and a local minimum if $E_0<V(0)$. This does not exclude further maxima elsewhere, which must be searched for. At lower site symmetry the equation fixes the sum of the three curvatures, and $E_0>V(0)$ guarantees only that at least one curvature is negative; the other two may have either sign, and the gradient need not vanish.

Differentiating $E_0=\langle\psi|H|\psi\rangle$ gives $\langle\partial_mH\rangle+2E_0\langle\psi|\partial_m\psi\rangle$, and the last term vanishes by normalization. With $T\propto1/m$,
$$\frac{dE_0}{dm}=-\frac{\langle T\rangle}{m}<0,$$
so $E_0(m)=V(0)$ has at most one root $m^*$.

Take $k=0.03$, $b=0.004$, $c=0.008$. Then $r_0^2=1.125$ ($r_0=1.0607$), $V_{\min}=-0.008437$ Ha and the saddles lie at $-0.007031$ Ha. The muon has $E_0=+0.003245$ Ha (88.3 meV), and the grid and oscillator basis agree within the tested $10^{-8}$ Ha. The formula gives $-(2\cdot206.77/3)(0.0032447)=-0.4473$ bohr⁻², matched along $[100]$ and $[111]$ by finite differences of the interpolated $\psi$ at the centre, which is not a grid point. The grid holds one local maximum, at the points adjoining the centre. Eight classical sites have merged into one, located at a maximum of $V$. The slope $-0.006682/206.77=-3.232\times10^{-5}$ Ha/$m_e$ matches the finite-difference $dE_0/dm$. The root is $m^*=380.2=1.839\,m_\mu$, and the curvature changes from $-0.1045$ to $+0.1068$ bohr⁻² between $0.9\,m^*$ and $1.1\,m^*$.

The proton has $E_0=-0.003939$ Ha ($-107.2$ meV) and predicted curvature $(2\cdot1836.15/3)(0.0039389)=4.8216$, against 4.8211 and 4.8215 found. Along $[111]$ its density peaks at 0.835 bohr, inside $r_0$, at 4.07 times the central value. Two features of the output deserve notice. The proton's $E_0$ also lies above the saddles, so the classically allowed region connects all eight minima. This alone does not show that the sites have merged, because $E_0$ includes zero-point energy of motion transverse to the path over the saddle. The muon's rms radius, 0.951 bohr, exceeds the proton's 0.907 bohr, so a central maximum does not mean a compact state, and an observable should be averaged over $\psi^2$ and not evaluated at the peak.

The harmonic ZPE for the muon is $\tfrac12(\sqrt{0.06/m}+2\sqrt{0.024/m})=0.019291$ Ha, 65% above the grid value 0.011682 Ha. It presumes confinement near one minimum, while the barrier $0.008437-0.007031=0.001406$ Ha is far below either number. At $k=0.04$ this changes the verdict. The harmonic $V_{\min}+{\rm ZPE}=-0.015000+0.022275=+0.007275$ Ha predicts a central maximum. The grid gives $E_0=-0.001712$ Ha, above the saddles at $-0.012500$ Ha but below $V(0)$, with curvature $+0.2360$ bohr⁻². The $[111]$ peak sits at 0.44 bohr and is 2.3% above the central density, so the dip is shallow. There are thus two thresholds with different meanings: above the saddle energy the classically allowed region is connected, and above $V(0)$ the centre is a local maximum of the density. A harmonic ZPE comparable to the lowest barrier is a warning and not a criterion. Stiff modes transverse to the path that keep their curvature at the saddle can lift the total above the barrier while the harmonic value stays accurate, as in a separable double well, so the share of the ZPE along the path is the more telling comparison. Conversely, the pair with $D_B=0.107$ was misordered with both ZPEs well below the barrier. At $k=0.04$ the harmonic estimate could not say which threshold is passed.

The lowest state odd in $x$ and even in $y$ and $z$, labelled T1u in the output, lies 0.007782 Ha above $E_0$ for the muon at $k=0.03$ and 0.000827 Ha above it for the proton. A host mode at the 0.002342 Ha of the earlier model would lie a factor 3.3 below the muon gap and above the proton gap. The estimate $m/2M$ was derived for a harmonic well that the host coordinate displaces rigidly. A host mode that distorts the cage can couple states across a small gap much more strongly, and for such a mode the Born–Huang term must be evaluated.

## What a converged grid leaves out

Convergence in spacing, box and cap solves the clamped-host equation for the given $V$. An error $\delta V$ of the electronic surface shifts each level by $\langle\delta V\rangle$ to first order, so margins of tens of meV, such as 46.9 or 26.0 meV, require that accuracy in the difference of these averages between sites. Host relaxation around the spread-out muon lowers each site energy by its own amount. Phonons, temperature and the kinetics of trapping are absent, so the ranking names the lowest site of the model and does not say which site an implanted muon reaches.

## Table of computed values

```
m_mu = 206.7683 m_e, m_p = 1836.1527 m_e, 1 Ha = 27.2114 eV
adiabatic model: k = 0.1, K = 0.2 Ha/bohr^2, M = 20 u = 36457.8 m_e
  omega = 0.021992 Ha, Omega = 0.002342 Ha, m/2M = 0.00284
  g = 0.0 Ha/bohr^4: BO 0.01216692, full 2D 0.01219507, BH 0.01219810 Ha
  g = 0.01 Ha/bohr^4: BO 0.01253755, full 2D 0.01256118, BH 0.01256364 Ha
wells: D_A = 0.12, D_B = 0.11 Ha, s_A = 1.0, s_B = 1.5, d = 6.0 bohr
  second-order residual / formula at m = 20000 m_e: 1.0069
  muon A terms: 0.036136 -0.002267 -0.000047 Ha
    series sum -0.086178, radial -0.086182 Ha
  muon B terms: 0.023065 -0.001008 -0.000015 Ha
    series sum -0.087957, radial -0.087958 Ha
muon, D_B = 0.11 Ha: V_A -0.120037, V_B -0.110000, saddle -0.012457 Ha
  harmonic ZPE A 0.036125, B 0.023065; grid ZPE A 0.033804, B 0.022042 Ha
  grid E_A -0.086233, E_B -0.087958, tail shift of A -5.07e-05 Ha
  A minus B: classical -273.1, harmonic 82.3, grid 46.9 meV
muon, D_B = 0.107 Ha: V_A -0.120036, V_B -0.107000, saddle -0.012244 Ha
  harmonic ZPE A 0.036126, B 0.022748; grid ZPE A 0.033805, B 0.021725 Ha
  grid E_A -0.086231, E_B -0.085275, tail shift of A -4.93e-05 Ha
  A minus B: classical -354.7, harmonic 9.3, grid -26.0 meV
proton, D_B = 0.11 Ha: V_A -0.120037, V_B -0.110000, saddle -0.012457 Ha
  harmonic ZPE A 0.012123, B 0.007740; grid ZPE A 0.011865, B 0.007626 Ha
  grid E_A -0.108172, E_B -0.102374, tail shift of A -4.08e-05 Ha
  A minus B: classical -273.1, harmonic -153.9, grid -157.8 meV
crossing mass, isolated wells: harmonic 353.3, series 297.7, radial 297.6 m_e
cage: b = 0.004, c = 0.008 Ha/bohr^4, V(centre) = 0.0 Ha
muon, k = 0.03 Ha/bohr^2: r0 1.0607 bohr, V_min -0.008437, saddle -0.007031 Ha
  harmonic ZPE 0.019291, V_min+ZPE 0.010854, grid ZPE 0.011682 Ha
  E0 grid 0.00324466, oscillator 0.00324466 Ha = 88.3 meV; T1u gap 0.007782 Ha
  psi''/psi: [100] -0.4473, [111] -0.4473, formula -0.4473 bohr^-2
  [111] peak 0.000 bohr, peak/centre density 1.000, rms r 0.9507 bohr
proton, k = 0.03 Ha/bohr^2: r0 1.0607 bohr, V_min -0.008437, saddle -0.007031 Ha
  harmonic ZPE 0.006474, V_min+ZPE -0.001964, grid ZPE 0.004499 Ha
  E0 grid -0.00393890, oscillator -0.00393890 Ha = -107.2 meV; T1u gap 0.000827 Ha
  psi''/psi: [100] 4.8211, [111] 4.8215, formula 4.8216 bohr^-2
  [111] peak 0.835 bohr, peak/centre density 4.066, rms r 0.9074 bohr
muon, k = 0.04 Ha/bohr^2: r0 1.2247 bohr, V_min -0.015000, saddle -0.012500 Ha
  harmonic ZPE 0.022275, V_min+ZPE 0.007275, grid ZPE 0.013288 Ha
  E0 grid -0.00171218, oscillator -0.00171218 Ha = -46.6 meV; T1u gap 0.006311 Ha
  psi''/psi: [100] 0.2359, [111] 0.2360, formula 0.2360 bohr^-2
  [111] peak 0.440 bohr, peak/centre density 1.023, rms r 1.0430 bohr
muon k = 0.03: <T> 0.006682 Ha, dE/dm -3.23163e-05, -<T>/m -3.23162e-05 Ha/m_e
merging mass m* = 380.2 m_e = 1.839 m_mu
  psi''/psi at 0.9 m*: -0.1045, at 1.1 m*: 0.1068 bohr^-2
grid error at h = 0.5, 0.4, 0.3 bohr: 1.1e-06, 1.9e-07, 6.9e-11 Ha
h = 0.3 bohr: 8000 points 0.003244657, folded 1000 points 0.003244657 Ha
cap 0.1 Ha: lower 0.00324314, uncapped 0.00324466, upper 0.00324513 Ha
  fraction of grid points below cap: 0.174
```
